# Choosing post-collision phonon weights in linearised Monte Carlo heat transport: verification in Python

```python
"""Linearised phonon Monte Carlo with energy-conserving collisions.

Result under test: packets that keep their energy, collide at rate 1/tau_i and
enter a new mode with probability proportional to C_i/tau_i reproduce the
linearised relaxation-time Boltzmann equation, including its pseudo-temperature,
although the packet algorithm never solves for that temperature.

C_i   heat capacity per volume of mode bin i (J/m^3/K)
tau_i lifetime (s);  v_i speed (m/s);  mean free path = v_i*tau_i
Pseudo-temperature rise = sum(e_i/tau_i)/sum(C_i/tau_i), e_i = energy deviation.
Example: acoustic phonons crossing a GaN film, rough typical parameters.
"""
from types import SimpleNamespace
import numpy as np
from scipy.constants import hbar, k as k_B, e as charge
from scipy.integrate import solve_ivp
from scipy.linalg import toeplitz
from scipy.optimize import brentq
from scipy.special import expn

rng = np.random.default_rng(20)

# ---------------------------------------------------------------- parameters
T0 = 300.0                     # mean temperature, K
DELTA_T = 10.0                 # contact temperature difference, K
FILM = 200e-9                  # thickness, m
LATTICE_A, LATTICE_C = 0.319e-9, 0.519e-9
V_LA, V_TA = 8000.0, 4100.0    # sound speeds, m/s
UMKLAPP = 2.5e-17              # rate/omega^2 at 300 K, s
DEFECT = 5.0e-45               # rate/omega^4, s^3
BINS = 30                      # wave-number bins per branch
cell_density = 1 / (np.sqrt(3) / 2 * LATTICE_A**2 * LATTICE_C)
k_max = (6 * np.pi**2 * cell_density) ** (1 / 3)


def einstein_factor(omega, temperature):
    """Heat capacity of one oscillator divided by k_B."""
    x = hbar * omega / (k_B * temperature)
    return (x / 2 / np.sinh(x / 2)) ** 2


def make_modes(temperature=T0, speed_scale=1.0, curved=False):
    k = (np.arange(BINS) + 0.5) * k_max / BINS
    omega, speed, states, longitudinal = [], [], [], []
    for sound, degeneracy in ((V_LA, 1), (V_TA, 2)):
        sound = sound * speed_scale
        if curved:
            phase = np.pi * k / (2 * k_max)
            omega.append(2 * sound * k_max / np.pi * np.sin(phase))
            speed.append(sound * np.cos(phase))
        else:
            omega.append(sound * k)
            speed.append(np.full(BINS, sound))
        states.append(degeneracy * k**2 * (k_max / BINS) / (2 * np.pi**2))
        longitudinal.append(np.full(BINS, degeneracy == 1))
    omega, speed = np.concatenate(omega), np.concatenate(speed)
    states = np.concatenate(states)
    rate = UMKLAPP * temperature / 300.0 * omega**2 + DEFECT * omega**4
    return SimpleNamespace(
        k=np.tile(k, 2), omega=omega, v=speed, states=states, tau=1 / rate,
        C=states * k_B * einstein_factor(omega, temperature),
        la=np.concatenate(longitudinal))


def bulk_conductivity(m):
    return np.sum(m.C * m.v**2 * m.tau) / 3


def draw(weights, number):
    cumulative = np.cumsum(weights)
    cumulative /= cumulative[-1]
    return np.searchsorted(cumulative, rng.random(number), side="right")


modes = make_modes()
right_rule = modes.C / modes.tau
wrong_rule = modes.C.copy()
C_total, W_total = modes.C.sum(), right_rule.sum()
mfp = modes.v * modes.tau
kappa_bulk = bulk_conductivity(modes)


# ------------------------------------ nonlinear pseudo-temperature, root search
def mode_energy(temperature):
    x = hbar * modes.omega / (k_B * temperature)
    return modes.states * hbar * modes.omega / np.expm1(x)


def nonlinear_collision(rise):
    """LA modes at T0+rise, TA modes at T0: pseudo-temperature and gain shares."""
    actual = np.where(modes.la, mode_energy(T0 + rise), mode_energy(T0))

    def imbalance(temperature):
        return np.sum((mode_energy(temperature) - actual) / modes.tau) / W_total

    pseudo = brentq(imbalance, T0, T0 + rise, xtol=1e-12, rtol=1e-14)
    gain = (mode_energy(pseudo) - mode_energy(T0)) / modes.tau
    distance = 0.5 * np.abs(gain / gain.sum() - right_rule / W_total).sum()
    return pseudo - T0, distance


la_rate_share = right_rule[modes.la].sum() / W_total
la_heat_share = modes.C[modes.la].sum() / C_total
rise = DELTA_T / 2
pseudo_full, share_error = nonlinear_collision(rise)
pseudo_half, share_error_half = nonlinear_collision(rise / 2)
pseudo_linear = rise * la_rate_share
error_full = abs(pseudo_full - pseudo_linear)
error_half = abs(pseudo_half - pseudo_linear / 2)
assert 3.5 < error_full / error_half < 4.5
assert 1.9 < share_error / share_error_half < 2.1


# -------------------------- homogeneous transient with an explicit temperature
def explicit_relaxation(closure_weight, duration):
    capacity = modes.C / modes.C[modes.la].sum()
    start = np.where(modes.la, capacity, 0.0)

    def derivative(_, energy):
        temperature = (energy @ closure_weight) / (capacity @ closure_weight)
        return (capacity * temperature - energy) / modes.tau

    result = solve_ivp(derivative, (0, duration), start, rtol=1e-9, atol=1e-12)
    assert result.success
    return result.y[:, -1]


def homogeneous_packets(start_weights, rule, duration, number):
    mode = draw(start_weights, number)
    direction = 2 * rng.random(number) - 1
    position = np.zeros(number)
    remaining = np.full(number, duration)
    active = np.arange(number)
    while active.size:
        current = mode[active]
        flight = rng.exponential(size=active.size) * modes.tau[current]
        step = np.minimum(flight, remaining[active])
        position[active] += modes.v[current] * direction[active] * step
        collided = flight < remaining[active]
        remaining[active] -= step
        active = active[collided]
        mode[active] = draw(rule, active.size)
        direction[active] = 2 * rng.random(active.size) - 1
    return mode, position


SHORT, LONG, N_HOM = 5e-12, 100e-12, 200000
explicit = explicit_relaxation(1 / modes.tau, SHORT)
ordinary = explicit_relaxation(np.ones_like(modes.tau), SHORT)
assert abs(explicit.sum() - 1) < 1e-7
assert abs(ordinary.sum() - 1) > 0.01
la_explicit = explicit[modes.la].sum()
final_mode, _ = homogeneous_packets(
    np.where(modes.la, modes.C, 0), right_rule, SHORT, N_HOM)
la_packets = modes.la[final_mode].mean()
la_error = np.sqrt(la_explicit * (1 - la_explicit) / N_HOM)
assert abs(la_packets - la_explicit) < 5 * la_error

# --------------------------------- equilibrium occupation and bulk displacement
expected = N_HOM * modes.C / C_total


def chi_square(final):
    counts = np.bincount(final, minlength=modes.C.size)
    return np.sum((counts - expected) ** 2 / expected)


mode_right, position = homogeneous_packets(modes.C, right_rule, LONG, N_HOM)
mode_wrong, _ = homogeneous_packets(modes.C, wrong_rule, LONG, N_HOM)
chi_right, chi_wrong = chi_square(mode_right), chi_square(mode_wrong)
assert chi_right < 140 and chi_wrong > 1000
msd_packets = np.mean(position**2)
msd_error = np.std(position**2) / np.sqrt(N_HOM)
memory = modes.tau * LONG + modes.tau**2 * np.expm1(-LONG / modes.tau)
msd_formula = 2 * np.sum(modes.C * modes.v**2 / 3 * memory) / C_total
assert abs(msd_packets - msd_formula) < 5 * msd_error


# ------------------------------- film: explicit pseudo-temperature integral equation
def solve_film(m, thickness, cells):
    """Cell averages of pseudo-temperature for hot contact 1, cold contact 0."""
    h = thickness / cells
    edges = np.arange(cells + 1) * h
    kernel, from_hot, direct = np.zeros(cells), np.zeros(cells), 0.0
    for capacity, speed, lifetime in zip(m.C, m.v, m.tau):
        path, weight = speed * lifetime, capacity / lifetime
        e3 = expn(3, edges / path)
        scale = path / (2 * h)
        kernel[0] += weight * (1 - 2 * scale * (0.5 - e3[1]))
        kernel[1:] += weight * scale * (e3[:-2] - 2 * e3[1:-1] + e3[2:])
        from_hot += weight * scale * (e3[:-1] - e3[1:])
        direct += capacity * speed / 2 * e3[-1]
    matrix = np.sum(m.C / m.tau) * np.eye(cells) - toeplitz(kernel)
    profile = np.linalg.solve(matrix, from_hot)
    transmitted = direct + h * profile @ from_hot[::-1]
    returned = h * profile @ from_hot
    return transmitted, returned, profile


G_ballistic = np.sum(modes.C * modes.v) / 4
G_solve, G_returned, profile_fine = solve_film(modes, FILM, 200)
G_coarse = solve_film(modes, FILM, 100)[0]
assert abs(G_solve + G_returned - G_ballistic) < 1e-8 * G_ballistic
assert abs(G_coarse / G_solve - 1) < 0.002


# ------------------------------------------ film: packets, no temperature solved
def trace_film(rule, thickness, number, reflectivity=0.0, cells=10):
    mode = draw(modes.C * modes.v, number)
    direction = np.sqrt(rng.random(number))
    x = np.zeros(number)
    transmitted, tally = 0, np.zeros(cells)
    while x.size:
        x = x + direction * mfp[mode] * rng.exponential(size=x.size)
        right, left = x >= thickness, x <= 0
        wall = right | left
        bounced = wall & (rng.random(x.size) < reflectivity)
        transmitted += np.count_nonzero(right & ~bounced)
        inside = ~wall
        tally += np.histogram(x[inside], bins=cells, range=(0, thickness))[0]
        count = np.count_nonzero(inside)
        mode[inside] = draw(rule, count)
        direction[inside] = 2 * rng.random(count) - 1
        inward = np.sqrt(rng.random(x.size))
        direction = np.where(bounced, np.where(right, -inward, inward), direction)
        x = np.where(bounced, np.where(right, thickness, 0.0), x)
        keep = inside | bounced
        x, mode, direction = x[keep], mode[keep], direction[keep]
    return transmitted / number, tally / number


N_FILM, CELLS = 400000, 10
fraction, tally = trace_film(right_rule, FILM, N_FILM, cells=CELLS)
G_packets = G_ballistic * fraction
G_error = G_ballistic * np.sqrt(fraction * (1 - fraction) / N_FILM)
assert abs(G_packets - G_solve) < 5 * G_error + 0.001 * G_solve
profile_packets = tally * G_ballistic / (W_total * FILM / CELLS)
profile_solve = profile_fine.reshape(CELLS, -1).mean(axis=1)
assert np.max(np.abs(profile_packets - profile_solve)) < 0.015
fraction_wrong, _ = trace_film(wrong_rule, FILM, N_FILM)
G_wrong = G_ballistic * fraction_wrong
assert abs(G_wrong - G_solve) > 10 * G_error

# ---------------------------------------------------- size of neglected effects
REFLECT = 0.5
thin_fraction, _ = trace_film(right_rule, 1e-13, 100000, REFLECT)
thin_ratio = (1 - REFLECT) * thin_fraction
assert abs(thin_ratio - (1 - REFLECT) / (1 + REFLECT)) < 0.005
reflect_fraction, _ = trace_film(right_rule, FILM, 200000, REFLECT)
G_reflect = (1 - REFLECT) * G_ballistic * reflect_fraction
kappa_curved = bulk_conductivity(make_modes(curved=True))
G_fast = solve_film(make_modes(speed_scale=1.05), FILM, 200)[0]
G_400 = solve_film(make_modes(temperature=400.0), FILM, 200)[0]
kappa_hot = bulk_conductivity(make_modes(temperature=T0 + rise))
kappa_cold = bulk_conductivity(make_modes(temperature=T0 - rise))
OPT_EV, OPT_V, OPT_TAU = 0.070, 1000.0, 2e-12
C_optical = 9 * cell_density * k_B * einstein_factor(OPT_EV * charge / hbar, T0)
kappa_optical = C_optical * OPT_V**2 * OPT_TAU / 3
wavelength = 2 * np.pi / modes.k
kappa_mode = modes.C * modes.v**2 * modes.tau / 3
long_wave_share = kappa_mode[wavelength > FILM / 10].sum() / kappa_bulk
emitted_wavelength = np.average(wavelength, weights=modes.C * modes.v)


# ----------------------------------------------------------------------- output
def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("Mean temperature", T0, "K")
show("Contact temperature difference", DELTA_T, "K")
show("Film thickness", FILM * 1e9, "nm")
print(f"Lattice constants a, c: {LATTICE_A*1e9:.3f}, {LATTICE_C*1e9:.3f} nm")
print(f"Sound speeds LA, TA: {V_LA:.0f}, {V_TA:.0f} m/s")
show("Umklapp coefficient at 300 K", UMKLAPP, "s")
show("Defect coefficient", DEFECT, "s^3")
print(f"Bins per branch; largest wave number: {BINS}; {k_max*1e-9:.3f} 1/nm")
show("Acoustic heat capacity", C_total * 1e-6, "MJ/m^3/K")
print(f"Shortest lifetime LA, TA: {modes.tau[modes.la].min()*1e12:.3f}, "
      f"{modes.tau[~modes.la].min()*1e12:.3f} ps")
print(f"Mean free path, min and max: {mfp.min()*1e9:.2f}, {mfp.max()*1e9:.4g} nm")
show("Mean free path averaged with C/tau", np.average(mfp, weights=right_rule)*1e9, "nm")
show("Mean free path averaged with C", np.average(mfp, weights=modes.C)*1e9, "nm")
show("Bulk conductivity", kappa_bulk, "W/m/K")
show("Bulk share from paths longer than film",
     100 * kappa_mode[mfp > FILM].sum() / kappa_bulk, "%")
print(f"LA share of C, of C/tau: {la_heat_share:.4f}, {la_rate_share:.4f}")
print(f"LA heated by {rise:.1f} K: ordinary temperature rise (linear) "
      f"{rise*la_heat_share:.4f} K")
print(f"Same state, pseudo rise linear, nonlinear: {pseudo_linear:.5f}, {pseudo_full:.5f} K")
show("Pseudo error ratio on halving amplitude", error_full / error_half)
show("Gain-share distance from C/tau law", share_error)
show("Gain-share error ratio on halving amplitude", share_error / share_error_half)
print(f"LA energy fraction after {SHORT*1e12:.0f} ps, explicit, packets: "
      f"{la_explicit:.5f}, {la_packets:.5f} (s.e. {la_error:.5f})")
show("Total energy with ordinary temperature in gain, start = 1", ordinary.sum(), "", 5)
print(f"LA share after {LONG*1e12:.0f} ps from equilibrium, C/tau rule, C rule: "
      f"{modes.la[mode_right].mean():.4f}, {modes.la[mode_wrong].mean():.4f}")
print(f"Occupation chi-square ({modes.C.size} bins), C/tau, C rule: "
      f"{chi_right:.1f}, {chi_wrong:.1f}")
print(f"Mean-square displacement, formula, packets: {msd_formula*1e18:.1f}, "
      f"{msd_packets*1e18:.1f} nm^2 (s.e. {msd_error*1e18:.1f})")
print(f"Packets, homogeneous and film: {N_HOM}, {N_FILM}")
show("Ballistic conductance", G_ballistic * 1e-6, "MW/m^2/K", 5)
show("Transmitted packet fraction", fraction, "", 5)
show("Mean collisions per film packet", tally.sum())
print(f"Film conductance, packets: {G_packets*1e-6:.2f} MW/m^2/K "
      f"(s.e. {G_error*1e-6:.2f})")
show("Film conductance, integral equation", G_solve * 1e-6, "MW/m^2/K", 5)
show("Integral equation with half the cells", G_coarse * 1e-6, "MW/m^2/K", 5)
show("Effective conductivity, packets", G_packets * FILM, "W/m/K")
show("Diffusive conductance, bulk/thickness", kappa_bulk / FILM * 1e-6, "MW/m^2/K", 5)
show("Heat flux, packets", G_packets * DELTA_T * 1e-9, "GW/m^2")
show("Film conductance with C-only rule", G_wrong * 1e-6, "MW/m^2/K", 5)
show("C-only rule error", 100 * (G_wrong / G_solve - 1), "%", 3)
for j in (0, 4, 9):
    print(f"Pseudo rise at {(j+0.5)*FILM/CELLS*1e9:.0f} nm, packets, equation: "
          f"{profile_packets[j]*DELTA_T:.3f}, {profile_solve[j]*DELTA_T:.3f} K")
show("Largest profile difference",
     np.max(np.abs(profile_packets - profile_solve)) * DELTA_T, "K", 2)
print(f"Conductance with contact reflectivity {REFLECT:.1f}: "
      f"{G_reflect*1e-6:.1f} MW/m^2/K")
show("Ballistic-limit ratio with that reflectivity", thin_ratio)
show("Bulk conductivity with curved dispersion", kappa_curved, "W/m/K")
print(f"Optical estimate inputs: {OPT_EV*1000:.0f} meV, {OPT_V:.0f} m/s, "
      f"{OPT_TAU*1e12:.0f} ps")
print(f"Optical heat capacity, conductivity: {C_optical*1e-6:.3f} MJ/m^3/K, "
      f"{kappa_optical:.2f} W/m/K")
show("Film conductance change for 5% faster sound", 100*(G_fast/G_solve-1), "%", 3)
print(f"Bulk conductivity at {T0-rise:.0f}, {T0+rise:.0f} K: "
      f"{kappa_cold:.2f}, {kappa_hot:.2f} W/m/K")
show("Film conductance at 400 K", G_400 * 1e-6, "MW/m^2/K", 5)
show("Mean emitted wavelength", emitted_wavelength * 1e9, "nm", 3)
show("Bulk share from wavelengths above film/10", 100 * long_wave_share, "%", 3)
print("success")
```

Output:

```
Mean temperature: 300 K
Contact temperature difference: 10 K
Film thickness: 200 nm
Lattice constants a, c: 0.319, 0.519 nm
Sound speeds LA, TA: 8000, 4100 m/s
Umklapp coefficient at 300 K: 2.5e-17 s
Defect coefficient: 5e-45 s^3
Bins per branch; largest wave number: 30; 10.899 1/nm
Acoustic heat capacity: 0.805 MJ/m^3/K
Shortest lifetime LA, TA: 2.203, 14.945 ps
Mean free path, min and max: 17.62, 2.956e+05 nm
Mean free path averaged with C/tau: 56.49 nm
Mean free path averaged with C: 190.6 nm
Bulk conductivity: 242.1 W/m/K
Bulk share from paths longer than film: 62.84 %
LA share of C, of C/tau: 0.2966, 0.7133
LA heated by 5.0 K: ordinary temperature rise (linear) 1.4831 K
Same state, pseudo rise linear, nonlinear: 3.56631, 3.57347 K
Pseudo error ratio on halving amplitude: 3.956
Gain-share distance from C/tau law: 0.0006023
Gain-share error ratio on halving amplitude: 1.991
LA energy fraction after 5 ps, explicit, packets: 0.75641, 0.75539 (s.e. 0.00096)
Total energy with ordinary temperature in gain, start = 1: 0.62529
LA share after 100 ps from equilibrium, C/tau rule, C rule: 0.2975, 0.1034
Occupation chi-square (60 bins), C/tau, C rule: 72.0, 167251.0
Mean-square displacement, formula, packets: 26810.6, 26845.8 nm^2 (s.e. 92.8)
Packets, homogeneous and film: 200000, 400000
Ballistic conductance: 1058 MW/m^2/K
Transmitted packet fraction: 0.37074
Mean collisions per film packet: 7.088
Film conductance, packets: 392.23 MW/m^2/K (s.e. 0.81)
Film conductance, integral equation: 393.08 MW/m^2/K
Integral equation with half the cells: 393.14 MW/m^2/K
Effective conductivity, packets: 78.45 W/m/K
Diffusive conductance, bulk/thickness: 1210.7 MW/m^2/K
Heat flux, packets: 3.922 GW/m^2
Film conductance with C-only rule: 431.08 MW/m^2/K
C-only rule error: 9.67 %
Pseudo rise at 10 nm, packets, equation: 8.254, 8.251 K
Pseudo rise at 90 nm, packets, equation: 5.321, 5.326 K
Pseudo rise at 190 nm, packets, equation: 1.759, 1.749 K
Largest profile difference: 0.026 K
Conductance with contact reflectivity 0.5: 216.1 MW/m^2/K
Ballistic-limit ratio with that reflectivity: 0.3342
Bulk conductivity with curved dispersion: 156.1 W/m/K
Optical estimate inputs: 70 meV, 1000 m/s, 2 ps
Optical heat capacity, conductivity: 1.525 MJ/m^3/K, 1.02 W/m/K
Film conductance change for 5% faster sound: 0.111 %
Bulk conductivity at 295, 305 K: 245.31, 239.03 W/m/K
Film conductance at 400 K: 363.87 MW/m^2/K
Mean emitted wavelength: 0.886 nm
Bulk share from wavelengths above film/10: 4.2 %
success
```
